# Hydrogen 1s contact coupling and its electron-like and nuclear-like transitions

## Question

I am trying to get the hyperfine coupling of ground-state hydrogen from the constants and then follow the four spin levels into a strong magnetic field. I am stuck in three places.

First, I know that the coupling contains the electron density at the proton, but I cannot see where the factor \(8\pi/3\) comes from. When I simply use it, I get about 1423 MHz, and I am told this is about 2 MHz too high.

Second, I can write down the \(4\times4\) matrix with both Zeeman terms, but I lose track of the signs, because the two magnetic moments point oppositely relative to their spins.

Third, I am told that at high field some transitions are "electron-like" and others "nuclear-like". The eigenstates are mixtures, so what decides the name? And how high is "high"? At 3500 G I expected nuclear lines at half the coupling plus or minus the proton Zeeman frequency, and my diagonalisation disagrees.

## Answer

I use Gaussian units and dimensionless spins \(\mathbf S,\mathbf I\), both of size 1/2. The moments are

\[
\boldsymbol\mu_e=-g_e\mu_B\mathbf S,\qquad \boldsymbol\mu_p=+g_p\mu_N\mathbf I,\qquad
\mu_B=\frac{e\hbar}{2mc},\quad \mu_N=\frac{e\hbar}{2Mc},
\]

with \(g_e,g_p,e>0\), electron mass \(m\) and proton mass \(M\). The electron is treated nonrelativistically and the proton as a point, reached as the limit of a small ball.

### Where \(8\pi/3\) comes from

Let the proton be a ball of radius \(b\) with the vector potential

\[
\mathbf A=\frac{\boldsymbol\mu_p\times\mathbf r}{b^3}\ (r<b),\qquad
\mathbf A=\frac{\boldsymbol\mu_p\times\mathbf r}{r^3}\ (r>b).
\]

The two expressions agree at \(r=b\). Since \(\nabla\times(\boldsymbol\mu\times\mathbf r)=2\boldsymbol\mu\) for constant \(\boldsymbol\mu\), the fields are

\[
\mathbf B_{\rm in}=\frac{2\boldsymbol\mu_p}{b^3},\qquad
\mathbf B_{\rm out}=\frac{3\mathbf n(\mathbf n\cdot\boldsymbol\mu_p)-\boldsymbol\mu_p}{r^3},\quad \mathbf n=\mathbf r/r .
\]

At polar angle \(\vartheta\) from the moment, the tangential field jumps from \(-2\mu_p\sin\vartheta/b^3\) inside to \(+\mu_p\sin\vartheta/b^3\) outside. The jump \(3\mu_p\sin\vartheta/b^3\) equals \(4\pi/c\) times the surface current, which is the current of a ball with uniform magnetisation \(\boldsymbol\mu_p/(4\pi b^3/3)\). So this is a legitimate source with total moment \(\boldsymbol\mu_p\).

Now average the energy \(-\boldsymbol\mu_e\cdot\mathbf B\) over the spherical 1s density. Outside, the angular average of \(n_in_j\) is \(\delta_{ij}/3\), so the dipole field averages to zero. Inside, for small \(b\),

\[
\int_{r<b}|\psi|^2\,\frac{2\boldsymbol\mu_p}{b^3}\,d^3r\;\to\;
|\psi(0)|^2\,\frac{4\pi b^3}{3}\,\frac{2\boldsymbol\mu_p}{b^3}
=\frac{8\pi}{3}|\psi(0)|^2\boldsymbol\mu_p .
\]

The radius has cancelled. The proton moment also couples to the electron's orbital motion, but that term is proportional to \(\mathbf L\) and vanishes in an s state at first order. What remains is

\[
H_{\rm hf}=-\frac{8\pi}{3}|\psi(0)|^2\,\boldsymbol\mu_e\cdot\boldsymbol\mu_p
=A\,\mathbf S\cdot\mathbf I,\qquad
A=\frac{8\pi}{3}g_e\mu_B\,g_p\mu_N|\psi(0)|^2 .
\]

The minus sign of the magnetic energy and the minus sign in \(\boldsymbol\mu_e\) combine to give \(A>0\).

For finite \(b\), the density near the centre is \(|\psi(0)|^2(1-2r/a_0)\) to first order, and the mean of \(r\) in a ball is \(3b/4\). The result therefore drops by the fraction \(3b/(2a_0)\). At \(b=0.001\,a_0\) the computed ratio to the point limit is 0.9985, as this predicts.

### The density, and your missing 2 MHz

The relative motion has the reduced mass \(m_r=m/(1+m/M)\). Put \(\psi\propto e^{-r/a_r}\) into the Schrödinger equation:

\[
-\frac{\hbar^2}{2m_r}\left(\frac1{a_r^2}-\frac{2}{a_r r}\right)-\frac{e^2}{r}=E .
\]

The \(1/r\) terms must cancel, so

\[
a_r=\frac{\hbar^2}{m_re^2}=a_0\left(1+\frac mM\right),\qquad a_0=\frac{\hbar^2}{me^2}.
\]

Normalisation uses \(\int_0^\infty4\pi r^2e^{-2r/a_r}dr=\pi a_r^3\), hence \(|\psi(0)|^2=1/(\pi a_r^3)\). Insert this and the magnetons:

\[
A=\frac83\,g_eg_p\,\frac{e^2\hbar^2}{4mMc^2a_0^3}\left(1+\frac mM\right)^{-3}
=\frac23\,g_eg_p\,\frac mM\,\frac{e^2}{a_0}\left(\frac{\hbar}{mca_0}\right)^2\left(1+\frac mM\right)^{-3}.
\]

Because \(\hbar/(mca_0)=e^2/(\hbar c)=\alpha\),

\[
\boxed{A=\frac23\,g_eg_p\,\frac mM\,\alpha^2\,\frac{e^2}{a_0}\left(1+\frac mM\right)^{-3}}
\]

With \(e^2/(a_0h)=6.579684\times10^{9}\) MHz, the factors before the last bracket give

\[
\tfrac23(2.002319)(5.585695)(5.44617\times10^{-4})(0.007297353)^2(6.579684\times10^9)
=1422.8\ \text{MHz}.
\]

This is your number: it holds the proton fixed. The reduced-mass factor is 0.998368, and

\[
a\equiv A/h=1420.5\ \text{MHz},
\]

or 5.875 micro-eV, with a wavelength of 21.10 cm. The factor enters as a cube because a density is an inverse volume. The masses inside the magnetons are not replaced by \(m_r\), since they belong to the intrinsic moments.

Relativistic, further radiative and proton-structure effects are left out. A relative correction of order \(\alpha^2\approx5\times10^{-5}\) would be about 0.1 MHz here; the Dirac correction \(\frac32\alpha^2\) alone adds 0.11 MHz. So the last digit shown is already uncertain: the measured values are 1420.406 MHz, 5.874 micro-eV and 21.11 cm, about 0.08 MHz below this result.

### The spin matrix with its signs

Take \(\mathbf B\) along \(z\). The energy \(-\boldsymbol\mu\cdot\mathbf B\) of each moment gives

\[
\frac Hh=a\,\mathbf S\cdot\mathbf I+\nu_eS_z-\nu_pI_z,\qquad
\nu_e=\gamma_eB,\quad \nu_p=\gamma_pB,
\]

where \(\gamma_e=g_e\mu_B/h=2.80250\) MHz/G and \(\gamma_p=g_p\mu_N/h=0.00425775\) MHz/G are positive. In a field, electron spin down and proton spin up are the favoured directions.

Arrows show the electron first. From \(\mathbf S\cdot\mathbf I=S_zI_z+\frac12(S_+I_-+S_-I_+)\),

\[
\mathbf S\cdot\mathbf I\,|{\uparrow\uparrow}\rangle=\tfrac14|{\uparrow\uparrow}\rangle,\qquad
\mathbf S\cdot\mathbf I\,|{\uparrow\downarrow}\rangle=-\tfrac14|{\uparrow\downarrow}\rangle+\tfrac12|{\downarrow\uparrow}\rangle,
\]

and the same with all arrows reversed. The total \(m_S+m_I\) is conserved, so \(|{\uparrow\uparrow}\rangle\) and \(|{\downarrow\downarrow}\rangle\) are already eigenstates:

\[
E_{\uparrow\uparrow}=\frac a4+\frac{\nu_e-\nu_p}2,\qquad
E_{\downarrow\downarrow}=\frac a4-\frac{\nu_e-\nu_p}2 .
\]

In \(|{\uparrow\downarrow}\rangle\) the Zeeman energies add: \(\nu_e/2-\nu_p(-1/2)=\nu_s/2\), with \(\nu_s=\nu_e+\nu_p\). The remaining block, in the order \(|{\uparrow\downarrow}\rangle,|{\downarrow\uparrow}\rangle\), is

\[
-\frac a4+\frac12\begin{pmatrix}\nu_s&a\\a&-\nu_s\end{pmatrix}
=-\frac a4+\frac R2\begin{pmatrix}\cos2\theta&\sin2\theta\\\sin2\theta&-\cos2\theta\end{pmatrix},
\]

\[
R=\sqrt{a^2+\nu_s^2},\qquad \tan2\theta=\frac a{\nu_s}.
\]

The last matrix has eigenvalues \(\pm1\), so

\[
E_\pm=-\frac a4\pm\frac R2,\qquad
\begin{aligned}
|+\rangle&=\cos\theta|{\uparrow\downarrow}\rangle+\sin\theta|{\downarrow\uparrow}\rangle,\\
|-\rangle&=-\sin\theta|{\uparrow\downarrow}\rangle+\cos\theta|{\downarrow\uparrow}\rangle.
\end{aligned}
\]

At \(B=0\), \(R=a\): three levels lie at \(a/4\) and one at \(-3a/4\), separated by \(a\). At high field \(\theta\to0\), and \(|+\rangle,|-\rangle\) become \(|{\uparrow\downarrow}\rangle,|{\downarrow\uparrow}\rangle\).

### What decides the name

Ask which spin carries the change. In \(|-\rangle\),

\[
\langle S_z\rangle=\tfrac12\sin^2\theta-\tfrac12\cos^2\theta=-\tfrac12\cos2\theta,\qquad
\langle I_z\rangle=+\tfrac12\cos2\theta,
\]

and in \(|+\rangle\) both signs are reversed. Going from \(|-\rangle\) to \(|{\uparrow\uparrow}\rangle\), the electron's \(\langle S_z\rangle\) rises by \(\frac12(1+\cos2\theta)=\cos^2\theta\), and the proton's \(\langle I_z\rangle\) by \(\sin^2\theta\). The transition is electron-like when \(\cos^2\theta\) is close to 1. The same subtraction for \(|{\downarrow\downarrow}\rangle\to|+\rangle\) gives the same shares. For \(|+\rangle\to|{\uparrow\uparrow}\rangle\) and \(|-\rangle\to|{\downarrow\downarrow}\rangle\), the proton's change has magnitude \(\cos^2\theta\), so these are nuclear-like.

Subtracting the levels gives the electron-like frequencies

\[
E_{\uparrow\uparrow}-E_-=\frac{\nu_e-\nu_p+R}2+\frac a2,\qquad
E_+-E_{\downarrow\downarrow}=\frac{\nu_e-\nu_p+R}2-\frac a2,
\]

and the nuclear-like ones, with signs kept,

\[
E_{\uparrow\uparrow}-E_+=\frac a2+\frac{\nu_e-\nu_p-R}2,\qquad
E_{\downarrow\downarrow}-E_-=\frac a2-\frac{\nu_e-\nu_p-R}2 .
\]

Within this Hamiltonian the electron-like lines differ by \(a\) at every field, and the signed nuclear-like frequencies add to \(a\).

For \(\nu_s\gg a\), \(R\approx\nu_s+a^2/(2\nu_s)\). With \(\delta=a^2/(4\nu_s)\),

\[
\text{electron-like: }\ \nu_e\pm\frac a2+\delta,\qquad
\text{nuclear-like: }\ \frac a2\mp(\nu_p+\delta).
\]

The error can be bounded. With \(y=a^2/\nu_s^2\), the identity \(\sqrt{1+y}=1+\frac y2-\frac12(\sqrt{1+y}-1)^2\) and \(\sqrt{1+y}-1\le y/2\) show that the approximation to \(R/2\) is too large by at most \(a^4/(16\nu_s^3)\).

### How high is high?

There are several thresholds. Weak mixing requires \(\nu_s\gg a\); the two are equal at 506 G. Dropping \(\delta\) from the nuclear lines requires \(\delta\ll\nu_p\), which is stricter:

\[
B\gg\frac{a}{2\sqrt{\gamma_p(\gamma_e+\gamma_p)}}=6497\ \text{G}.
\]

Your 3500 G lies between them. There \(\nu_e=9808.7\), \(\nu_p=14.9\) and \(\delta=51.4\) MHz. The neglected shift is over three times the proton Zeeman frequency. Your expectation was \(710.2\mp14.9\), that is 695.3 and 725.1 MHz. Including \(\delta\) gives

\[
710.24\mp(14.90+51.35)=644.0\ \text{and}\ 776.5\ \text{MHz},
\]

against 644.3 and 776.2 MHz from diagonalisation. The names are nevertheless good, since \(\cos^2\theta=0.995\).

The diagonalised lines, in MHz, are:

| \(B\) (G) | electron-like | nuclear-like, signed |
|---:|---:|---:|
| 500 | 2408, 988 | 411.4, 1009.1 |
| 3500 | 10570, 9150 | 644.3, 776.2 |
| 50000 | 140839, 139418 | 493.8, 926.7 |
| 300000 | 841459, 840039 | −567.7, 1988.2 |

These digits belong to the spin Hamiltonian with free-particle \(g\) factors. In the 1s state the leading relativistic correction lowers \(g_e\) by the fraction \(\alpha^2/3\), which would move the electron-like lines at 300000 G down by about 15 MHz. The diamagnetic energy is also omitted; at leading order it shifts all four levels equally, because they share one spatial state. Its cross term with the proton's vector potential shields \(\nu_p\) by the fraction \(\alpha^2/3\), or 0.02 MHz at 300000 G. With the measured \(a\) and these corrections the nuclear-like entries move by up to 0.07 MHz, so their last digit can change by one.

At 500 G, \(\cos^2\theta=0.851\), and the names are already poor. As \(B\to0\), \(R\to a\) and \(\theta\to45^\circ\): one line of each pair tends to \(a\), the other to zero, and each spin carries half of the change.

### The negative frequency

The sign change means that \(|{\uparrow\uparrow}\rangle\) has dropped below \(|+\rangle\). They cross when \(a+\nu_e-\nu_p=R\). Squaring and cancelling \(a^2\),

\[
2a(\nu_e-\nu_p)=(\nu_e+\nu_p)^2-(\nu_e-\nu_p)^2=4\nu_e\nu_p,
\]

\[
B_c=\frac a2\left(\frac1{\gamma_p}-\frac1{\gamma_e}\right)=1.666\times10^5\ \text{G}\quad(16.66\ \text{T}).
\]

With a linearly polarised drive, a spectrometer records absolute frequencies; with a rotating drive, the sign shows up as the sense of rotation that excites the line. Below \(B_c\) the two nuclear-like ones add to \(a\); above it they differ by \(a\). At 300000 G they are 567.7 and 1988.2 MHz, centred on \(\nu_p+\delta=1277.9\) MHz: a proton resonance split by the coupling. Below the crossing they are instead centred on \(a/2\), although for \(\nu_s\gg a\) the proton is still the spin that flips.

### Can these lines be driven?

A weak oscillating field \(B_1\) along \(x\) couples through \(B_1(\gamma_eS_x-\gamma_pI_x)\). Each \(S_x\) or \(I_x\) flips its own spin with matrix element 1/2. Using the mixed states,

\[
\begin{aligned}
\langle{\uparrow\uparrow}|\cdots|-\rangle&=\tfrac{B_1}2(\gamma_e\cos\theta+\gamma_p\sin\theta),&
\langle{\downarrow\downarrow}|\cdots|+\rangle&=\tfrac{B_1}2(\gamma_e\cos\theta-\gamma_p\sin\theta),\\
\langle{\uparrow\uparrow}|\cdots|+\rangle&=\tfrac{B_1}2(\gamma_e\sin\theta-\gamma_p\cos\theta),&
\langle{\downarrow\downarrow}|\cdots|-\rangle&=-\tfrac{B_1}2(\gamma_e\sin\theta+\gamma_p\cos\theta).
\end{aligned}
\]

The first row is the electron-like pair, with nearly the bare electron amplitude at high field. In the second row a small \(\sin\theta\) multiplies the large \(\gamma_e\). With \(\sin\theta\approx a/(2\nu_s)\) and \(\gamma_e\gg\gamma_p\), the magnitudes relative to a bare proton are about \(|1\mp a/(2\nu_p)|\).

This has a simple picture. The field \(B_1\) tilts the total field by the angle \(B_1/B\), and the electron spin follows the tilt. The proton then feels a transverse hyperfine term \(\pm(a/2)(B_1/B)I_x\) beside its own \(-\gamma_pB_1I_x\), where the sign is that of \(m_S\). At 50000 G, \(a/(2\nu_p)=710.2/212.9=3.34\), so the estimates are 2.34 and 4.34; the full matrix gives 2.33 and 4.33. At 3500 G the estimates are 46.7 and 48.7, and the full matrix gives 46.2 and 48.2.

At \(B_c\) one nuclear-like amplitude vanishes. The Hamiltonian's eigenvalues depend on the magnitude of the total static field, not its direction, and a small transverse field changes that magnitude only at second order. It therefore cannot split the degenerate pair at first order, so the matrix element between them must be zero. The algebra agrees: zero amplitude needs \(\tan\theta=\gamma_p/\gamma_e\), hence

\[
\tan2\theta=\frac{2\gamma_e\gamma_p}{\gamma_e^2-\gamma_p^2}=\frac a{(\gamma_e+\gamma_p)B},
\]

which gives \(B=B_c\).

Two pairs of levels remain. The transition \(|+\rangle\leftrightarrow|-\rangle\), at frequency \(R\), changes \(\langle S_z\rangle\) and \(\langle I_z\rangle\) oppositely, each by \(\cos2\theta\) in magnitude, so at high field it flips both spins. It needs an oscillating field along \(z\), with amplitude \(\frac{B_1}2(\gamma_e+\gamma_p)\sin2\theta\) in magnitude. Since \(\sin2\theta=a/R\), it fades as \(1/B\) at high field. The transition \(|{\uparrow\uparrow}\rangle\leftrightarrow|{\downarrow\downarrow}\rangle\) has zero matrix element in first order, because each term of the driving operator acts on one spin and cannot flip both. So the high-field spectrum under transverse driving consists of two electron-like and two nuclear-like lines. The numerical output below lists the levels and lines at all four fields.

## Computed values

```
electron g factor (magnitude) = 2.00231930
proton g factor = 5.58569469
electron/proton mass ratio m/M = 5.44617021e-04
fine-structure constant = 0.007297353
Hartree energy / h = 6.579684e+09 MHz
Bohr radius = 5.29177211e-09 cm
density at proton, radial grid = 0.317786 a0^-3
density at proton, formula = 0.317790 a0^-3
contact average / point limit, b=0.001 a0: 0.998501
reduced-mass factor = 0.9983679
A/h, fixed proton = 1422.808 MHz
A/h, reduced mass = 1420.485 MHz
A = 5.87466 micro-eV
wavelength c/(A/h) = 21.1049 cm
zero-field levels = -1065.364, 355.121 MHz
gamma_e = 2.8024951 MHz/G
gamma_p = 0.004257748 MHz/G
field where nu_s = a: 506.10 G
field where a^2/(4 nu_s) = nu_p: 6497.0 G
crossing of uu and ud levels = 166558.4 G
field of zero transverse amplitude = 166558.4 G
Level order: uu, ud(+), du(-), dd
Line order: uu-du, ud-dd, uu-ud, dd-du (signed)
B = 500 G: nu_e=1401.248, nu_p=2.129, a^2/(4 nu_s)=359.451 MHz
  levels: 1054.681, 643.283, -1353.526, -344.438 MHz
  lines: 2408.206, 987.721, 411.398, 1009.088 MHz
  high-field estimate: 2470.941, 1050.456, 348.663, 1071.822 MHz
  share cos^2(theta) = 0.85140486 (no unit)
  nuclear amplitudes / bare proton: 252.8046, 254.6500
B = 3500 G: nu_e=9808.733, nu_p=14.902, a^2/(4 nu_s)=51.350 MHz
  levels: 5252.037, 4607.781, -5318.023, -4541.794 MHz
  lines: 10570.060, 9149.575, 644.256, 776.229 MHz
  high-field estimate: 10570.326, 9149.840, 643.990, 776.495 MHz
  share cos^2(theta) = 0.99485337 (no unit)
  nuclear amplitudes / bare proton: 46.2226, 48.2175
B = 50000 G: nu_e=140124.757, nu_p=212.887, a^2/(4 nu_s)=3.595 MHz
  levels: 70311.056, 69817.295, -70527.538, -69600.813 MHz
  lines: 140838.594, 139418.109, 493.761, 926.725 MHz
  high-field estimate: 140838.594, 139418.109, 493.761, 926.725 MHz
  share cos^2(theta) = 0.99997439 (no unit)
  nuclear amplitudes / bare proton: 2.3311, 4.3310
B = 300000 G: nu_e=840748.542, nu_p=1277.324, a^2/(4 nu_s)=0.599 MHz
  levels: 420090.730, 420658.411, -421368.653, -419380.487 MHz
  lines: 841459.383, 840038.898, -567.681, 1988.166 MHz
  high-field estimate: 841459.383, 840038.898, -567.681, 1988.166 MHz
  share cos^2(theta) = 0.99999929 (no unit)
  nuclear amplitudes / bare proton: 0.4448, 1.5552
```
